# Axion Angle from Inversion Parities: A Layer Construction

Suppose a band calculation for a magnetic insulator with inversion symmetry has given zero Chern numbers. One must then decide whether to compute the magnetoelectric angle $\theta$ as a Brillouin-zone integral, which needs a smooth frame of occupied states, or to stop after reading parities at eight momenta. The theorem below says that the parities suffice, and under which conditions.

## Statement and conventions

Electrons are non-interacting, lattice constants are 1, and the momenta invariant under $\mathbf k\to-\mathbf k$ are $K=\pi\kappa$ with $\kappa\in\{0,1\}^3$. Cell-periodic occupied states $u_n(\mathbf k)$, $n=1,\dots,N$, define
$$A=i\langle u|du\rangle,\quad F=dA-iA\wedge A,\quad \theta=\frac1{4\pi}\int\omega(A),\quad \omega(A)=\mathrm{tr}\Big(A\,dA-\tfrac{2i}{3}A^3\Big).$$

**Theorem.** Let a three-dimensional insulator have inversion $P$ with $P^2=1$, a direct gap at every $\mathbf k$, and zero Chern number on every plane of the zone. Let $n(K)$ count the odd-parity occupied states at $K$, each state singly. Then $\sum_K n(K)$ is even and
$$\theta=\pi\cdot\tfrac12\sum_K n(K)\pmod{2\pi}.$$
So $\theta=\pi$ if and only if half the total count is odd. Time reversal is not assumed.

The proof shows that parities fix $\theta$, and then evaluates $\theta$ on layers and atomic orbitals that reproduce any allowed set of parities.

## Lemma 1: $\theta$ is a winding number

Vanishing Chern numbers guarantee a smooth periodic frame: on a three-torus they are the sole obstruction, because $\pi_2(U(N))=0$.

Change the frame by $u\to ug$. With $a=g^\dagger Ag$ and $\alpha=g^\dagger dg$, the new connection is $A'=a+i\alpha$, and $F'=g^\dagger Fg$. Write $\omega=\mathrm{tr}(AF+\frac i3A^3)$. Since $g^\dagger Fg=da+\alpha a+a\alpha-ia^2$,
$$\mathrm{tr}A'F'=\mathrm{tr}AF+\mathrm{tr}(i\alpha\,da+2i\alpha^2a+\alpha a^2),$$
$$\tfrac i3\mathrm{tr}A'^3=\tfrac i3\mathrm{tr}A^3-\mathrm{tr}(a^2\alpha+ia\alpha^2)+\tfrac13\mathrm{tr}\alpha^3.$$
In the sum the $a^2\alpha$ terms cancel. As $d\alpha=-\alpha^2$, the rest is $i\,\mathrm{tr}(\alpha\,da+\alpha^2a)=-i\,d\,\mathrm{tr}(\alpha a)$, which integrates to zero. Therefore
$$\theta(A')=\theta(A)+2\pi\deg g,\qquad \deg g=\frac1{24\pi^2}\int\mathrm{tr}(g^\dagger dg)^3\in\mathbb Z .$$

Inversion defines the sewing matrix $B$ by $Pu(\mathbf k)=u(-\mathbf k)B(\mathbf k)$; $P^2=1$ gives $B(-\mathbf k)=B(\mathbf k)^\dagger$. Let $f(\mathbf k)=-\mathbf k$. The frame $P^{-1}u(-\mathbf k)$ has connection $f^*A$, and $u(\mathbf k)$ is this frame times $B$. Since $f$ reverses orientation in three dimensions, $\theta(f^*A)=-\theta(A)$. Thus $\theta=-\theta+2\pi W$, or
$$\theta=\pi W,\qquad W=\deg B.$$
A frame change alters $W$ by an even integer, so its parity is physical.

## Lemma 2: equal parities give equal $\theta$

Take two insulators, labelled 0 and 1, with the same $n(K)$. Even orbitals at the origin can be added until both have the same $N\ge2$; they change neither $n(K)$ nor $\theta$, as Lemma 4 confirms.

*Invariant momenta.* $B(K)$ is Hermitian and unitary, and its eigenvalues are the parities. A gauge change acts as $B\to g(-\mathbf k)^\dagger Bg(\mathbf k)$. Choose $g=e^{ih(\mathbf k)}$, with $h$ Hermitian and concentrated near the $K$, to make $B_0(K)=B_1(K)$. This $g$ deforms to 1, so $W$ is unchanged.

*Determinants.* Write $\det B_1/\det B_0=e^{i\delta}$, $\delta=\mathbf m\cdot\mathbf k+\beta$, with integer $\mathbf m$ and periodic $\beta$. The relation between $\pm\mathbf k$ makes $\beta(\mathbf k)+\beta(-\mathbf k)=2\pi\ell$ constant, so $\beta(K)=\pi\ell$. The ratio is 1 at $K=0$, hence $\ell$ is even and $\beta$ can be shifted to make it odd in $\mathbf k$. The ratio is 1 at the other $K$, hence each $m_i$ is even. So $g=\mathrm{diag}(e^{i\delta/2},1,\dots)$ is periodic, and applied to insulator 0 it multiplies $\det B_0$ by $e^{i[\delta(\mathbf k)-\delta(-\mathbf k)]/2}=e^{i\delta}$. At $K$ it is a diagonal matrix of signs and preserves $B_0(K)$, chosen diagonal. Its degree is zero.

*The planes $k_z=0,\pi$.* Now $V=B_0^{-1}B_1$ lies in $SU(N)$ and equals 1 at every $K$. Divide each plane into edges joining the $K$ and faces between them, paired by inversion. On one edge of each pair $V$ is a closed loop, which contracts because $\pi_1(SU(N))=0$; the partner follows from $B_1(-\mathbf k)=B_1(\mathbf k)^\dagger$. One face of each pair then contracts because $\pi_2(SU(N))=0$. Extend this deformation of $B_1$ into the half zone $D$, $0\le k_z\le\pi$, and to the other half by inversion. $W$ stays constant and $V=1$ on $\partial D$.

*The two halves.* For a product $pq$, put $\phi=p^\dagger dp$ and $\rho=dq\,q^\dagger$. Then $d\phi=-\phi^2$, $d\rho=\rho^2$, and
$$\mathrm{tr}(\phi+\rho)^3=\mathrm{tr}\phi^3+\mathrm{tr}\rho^3-3\,d\,\mathrm{tr}(\phi\rho).$$
Degrees therefore add on the torus, and $W_1-W_0=\deg V$. The part of this degree from $D$ is an integer $j$, since $V=1$ on $\partial D$. In the other half,
$$V(-\mathbf k)=B_0(\mathbf k)V(\mathbf k)^\dagger B_0(\mathbf k)^\dagger.$$
Conjugation by $B_0$ adds only boundary terms. They vanish because on $\partial D$ either $dV=0$ enters, or $\rho=-\phi$ and $\mathrm{tr}\phi^2=0$. The dagger and the reversal of orientation each give a minus sign, so this half also contributes $j$. Thus $W_1-W_0=2j$, and $\theta$ agrees modulo $2\pi$. $\square$

## Lemma 3: which parities are allowed

On an invariant line along $k_x$, take the trace of $A=B^\dagger(f^*A)B+iB^\dagger dB$. In components this is $\mathrm{tr}A_x(k)+\mathrm{tr}A_x(-k)=i\partial_k\ln\det B$. Integration from 0 to $\pi$ gives the Berry phase $\gamma$ with
$$e^{i\gamma}=\det B(0)/\det B(\pi),$$
the product of the parities at both invariant points. In a plane, $\mathrm{tr}F_{xy}$ is even in $\mathbf k$, so half the plane carries flux $\pi C$. By Stokes' theorem this equals $\gamma(k_y=0)-\gamma(k_y=\pi)$ modulo $2\pi$. Hence
$$(-1)^C=\text{product of all parities at the four invariant momenta}.$$

With $C=0$, the sum of $n(K)$ over each of the six faces of the cube of $\kappa$ is even, and so is the total. Write $n$ modulo 2 as a polynomial in $\kappa_x,\kappa_y,\kappa_z$. Evenness on the face $\kappa_z=0$ removes $\kappa_x\kappa_y$, and likewise for the other pairs; $\kappa_z=1$ then removes $\kappa_x\kappa_y\kappa_z$. What remains is
$$n(K)\equiv a+\mathbf b\cdot\kappa\pmod2 .$$

An odd total has a direct meaning. The planes $k_z=0$ and $k_z=\pi$ would then have Chern numbers of different parity, so the gap must close at some $k_z$ between them. Such a crystal is not an insulator of the theorem.

## Lemma 4: atomic orbitals and layers

**Atomic orbitals.** One orbital of parity $\eta$ at $\mathbf b/2$ has $A=\frac12\mathbf b\cdot d\mathbf k$, so $dA=0$, $A^3=0$ and $\theta=0$. Inversion about the origin sends the orbital in cell $\mathbf R$ to cell $-\mathbf R-\mathbf b$. The Bloch sum acquires $\eta e^{-i\mathbf k\cdot\mathbf b}$, and the parity at $K$ is $\eta(-1)^{\mathbf b\cdot\kappa}$. These orbitals realise every pattern $a+\mathbf b\cdot\kappa$ with entries 0 and 1. Their totals are 0, 4 or 8, so half the total is even.

**A pair of layers.** Put a two-dimensional insulator A with Chern number $C_A$ at $z=0$, and B with $C_B=-C_A$ at height $z_B$, uncoupled. Let each layer be symmetric under inversion about a point in its own plane, with the same in-plane coordinates for both. A non-zero Chern number allows this, because inversion preserves it. Inversion about the point in plane A sends height $z_B$ to $-z_B$, so $z_B=0$ and $z_B=\frac12$ are both symmetric positions. Together the layers have zero Chern number and a smooth frame of orbital coefficients $c(k_x,k_y)$, independent of $k_z$ and $z_B$. With $\Pi_B$ the projector on the orbitals of B,
$$A=i\,c^\dagger dc+z_B\,c^\dagger\Pi_Bc\,dk_z .$$
At $z_B=0$ there is no $dk_z$ in $A$ or $dA$, so $\theta=0$. For a variation,
$$\delta\,\mathrm{tr}\Big(A\,dA-\tfrac{2i}3A^3\Big)=2\,\mathrm{tr}(\delta A\wedge F)-d\,\mathrm{tr}(A\wedge\delta A).$$
The last term integrates to zero, and $\delta A$ has only a $dk_z$ part, so
$$\frac{d\theta}{dz_B}=\frac1{2\pi}\int d^3k\;\mathrm{tr}(c^\dagger\Pi_Bc\,F_{xy})=\frac1{2\pi}(2\pi)(2\pi C_B)=2\pi C_B .$$
Moving B to $z=\frac12$ gives $\theta=\pi C_B$.

The physical content is a dipole. In a field $B_z$ a Chern layer gains charge per area $C e^2B_z/h$, up to the sign convention for $C$. Layers of opposite $C$ half a cell apart therefore give a polarization of magnitude $|C_B|e^2B_z/2h$, that is $|\theta|e^2B_z/2\pi h$.

**Parities of the pair.** Choose for A
$$h=\sin q_x\,\tau_x+\sin q_y\,\tau_y+(\cos q_x+\cos q_y-1)\tau_z,\qquad \mathbf q=\mathbf k-\mathbf Q,$$
with parity operator $\tau_z$ and $\mathbf Q$ an invariant momentum of the plane. The $\tau_z$ coefficient is $1,-1,-1,-3$ at the four invariant momenta, so the lower state is odd at $\mathbf Q$ and even at the other three. By Lemma 3, $C_A$ is odd. Reversing the $\tau_x$ term reflects $q_x$; it reverses the Chern number and preserves the parities, which gives layer B. At $z=\frac12$ the parities of B acquire $(-1)^{\kappa_z}$.

The pair then has $n=2$ at $(\mathbf Q,0)$, $n=0$ at the other momenta with $k_z=0$, and $n=1$ at all four with $k_z=\pi$. Subtracting an even atomic orbital at $z=\frac12$, which is odd precisely at $k_z=\pi$, leaves 2 at one momentum and 0 elsewhere. Using $-\tau_z$ as parity operator in B, and an odd atomic orbital, places the 2 at $(\mathbf Q,\pi)$. For every $K$ there is thus a layer pair $L_K$ and an atomic insulator $a_K$ with
$$L_K-a_K=2\delta_K,\qquad\theta(L_K)=\pi,\qquad\theta(a_K)=0 .$$

## Proof of the theorem

Given allowed data $n(K)$, let $p(K)\in\{0,1\}$ be its residue modulo 2. By Lemma 3 and Lemma 4, $p$ belongs to an atomic orbital. Since $n\ge p$, $n(K)=p(K)+2m(K)$ with integers $m(K)\ge0$, and
$$n+\sum_Km(K)\,a_K=p+\sum_Km(K)\,L_K .$$
Both sides are parity data of genuine insulators, formed by putting the orbitals of several crystals into the same cell without coupling them. Such sums add $\theta$. Lemma 2 equates the two sides:
$$\theta=\pi\sum_Km(K)=\pi\Big[\tfrac12\sum_Kn(K)-\tfrac12\sum_Kp(K)\Big]\pmod{2\pi}.$$
The last term is 0, 2 or 4 times $\pi$ and drops out. $\blacksquare$

The original crystal need not be a stack of layers. The stack is a reference with the same parities.

## Remarks

**Inversion centre.** Moving the centre by $\mathbf b/2$ multiplies parities by $(-1)^{\mathbf b\cdot\kappa}$, so $n\to N-n$ at four momenta. The total changes by $4N-2\sum_{\rm four}n$. An affine function modulo 2 has an even sum over these four points, so the change is a multiple of 4 and the criterion is unaffected.

**Time reversal.** If it is present with spin, all Chern numbers vanish and both members of a Kramers pair have the same parity. Half the total is then the number of odd pairs, and its parity is the Fu–Kane criterion.

**Non-zero Chern numbers.** The frame of Lemma 1 is then missing. The half count does not reveal this case, whether it is even or odd: a plane with $C=2$ has the same parity product as one with $C=0$. For example, if the $\tau_x$ term of layer B in Lemma 4 is not reversed, the pair keeps all its parities and its half count of 3, but has $|C|=2$ on planes of constant $k_z$. The Chern numbers must be established separately.

## Worked example

Take layers with
$$h_{A,B}=\pm d_1\tau_x+d_2\tau_y+(\cos k_x+\cos k_y-\mu-s\lambda\cos k_z)\tau_z,$$
$d_1=\sin k_x$, $d_2=\sin k_y$, site energies $\pm0.1$, and coupling
$$H_{AB}=M+s\,e^{-ik_z}\tau M\tau,\qquad M=t\tau_x+wG .$$
Here $\tau=\tau_z$ is the orbital parity, $G=\begin{pmatrix}0.06&0.04i\\0.05&-0.08\end{pmatrix}$ is a small matrix with no special symmetry, and energies are in units of twice the in-plane hopping element of a single orbital, so that $\cos k_x$ and $\cos k_y$ have coefficient 1. Layer B sits at $z_B=s/2$. At $s=0$ nothing depends on $k_z$ and $\theta=0$; at $s=1$ the crystal has inversion symmetry. In a frame transported with $A_s=0$ one has $\partial_sA_a=F_{sa}$, and the variation formula becomes
$$\theta=\frac1{2\pi}\int_0^1\!ds\int d^3k\,\mathrm{tr}(F_{sx}F_{yz}+F_{sy}F_{zx}+F_{sz}F_{xy}).$$

For $\mu=1$, $\lambda=0$, $t=0.5$, $w=1$ the Chern numbers are $C_A=1$, $C_B=-1$. The parity count is
$$2+1+0+1+0+1+0+1=6,\qquad 6/2=3,$$
which is odd. The curvature integral gives $\theta=-3.142$ rad $=-1.000\,\pi$, equivalent to $\pi$, and the sewing matrix gives $W=-1.000$. Without coupling the values are the same, in agreement with $\theta=\pi C_B$.

For $\mu=-1$ layer A is odd at three momenta. It contributes $2\cdot3$ and B contributes 4, since its parities reverse at $k_z=\pi$. The total is 10, its half is 5, and $\theta=+\pi$. For $\mu=3$ both layers are trivial: the half count is 2 and $\theta=0$.

A stack with $C_A=-2$, $C_B=2$ follows from $d_1=\cos k_x-\cos k_y$, $d_2=\sin k_x\sin k_y$, $\mu=1$ and two even orbitals per layer ($\tau=1$). Its parity counts coincide with those of the trivial stack, yet $W=2$ instead of 0 in the frame continued from $s=0$. By Lemma 1 a frame change of degree $-1$ turns this 2 into 0, so the difference does not distinguish the two crystals, and $\theta=2\pi$ is equivalent to 0.

The last case, $\mu=2$, $\lambda=-1$, $t=1$, $w=1$, is not built from layers that are insulating by themselves. The $A$ block alone has Chern number 1 at $k_z=0$ and 0 at $k_z=\pi$, so by itself it would be gapless. Coupling opens the gap; the smallest direct gap on the path is about 1.22, reached near $s=0.6$, $\mathbf k=0$. The half count is again 3, and both calculations give $-\pi$ to the digits quoted.

Completeness was also tested by enumeration. Of the 65536 sets of $n(K)$ modulo 4, 4096 have even faces. Orbitals and layer pairs generate all of these, and 2048 have $\theta=\pi$.

## Table of computed values

```
layer heights z_A, z_B (lattice constant): 0, 0.5
energies in units of the in-plane hopping
stagger potential: +/-0.1
generic coupling, row 1: [0.06+0.j   0.  +0.04j]
generic coupling, row 2: [ 0.05+0.j -0.08+0.j]
K order (kx,ky,kz)/pi: 000 001 010 011 100 101 110 111
[decoupled layers] kind 1, mass 1.0, modulation 0.0
  coupling t 0.0, generic weight 0.0
  C_A, C_B at kz=0: 1, -1; at kz=pi: 1, -1
  n(K): 2 1 0 1 0 1 0 1; sum 6, half 3
  smallest direct gap sampled on path: 1.800
  theta on path: -3.1418 rad = -1.0001 pi
  sewing-matrix winding W: -1.0000
[coupled layers] kind 1, mass 1.0, modulation 0.0
  coupling t 0.5, generic weight 1.0
  C_A, C_B at kz=0: 1, -1; at kz=pi: 1, -1
  n(K): 2 1 0 1 0 1 0 1; sum 6, half 3
  smallest direct gap sampled on path: 1.657
  theta on path: -3.1418 rad = -1.0001 pi
  sewing-matrix winding W: -1.0000
[coupled, other mass] kind 1, mass -1.0, modulation 0.0
  coupling t 0.5, generic weight 1.0
  C_A, C_B at kz=0: -1, 1; at kz=pi: -1, 1
  n(K): 2 1 2 1 2 1 0 1; sum 10, half 5
  smallest direct gap sampled on path: 1.657
  theta on path: 3.1418 rad = 1.0001 pi
  sewing-matrix winding W: 1.0000
[trivial layers] kind 1, mass 3.0, modulation 0.0
  coupling t 0.5, generic weight 1.0
  C_A, C_B at kz=0: 0, 0; at kz=pi: 0, 0
  n(K): 0 1 0 1 0 1 0 1; sum 4, half 2
  smallest direct gap sampled on path: 1.657
  theta on path: 0.0001 rad = 0.0000 pi
  sewing-matrix winding W: -0.0000
[double Chern layers] kind 2, mass 1.0, modulation 0.0
  coupling t 0.5, generic weight 1.0
  C_A, C_B at kz=0: -2, 2; at kz=pi: -2, 2
  n(K): 0 1 0 1 0 1 0 1; sum 4, half 2
  smallest direct gap sampled on path: 1.099
  theta on path: 6.2835 rad = 2.0001 pi
  sewing-matrix winding W: 2.0000
[not a stack] kind 1, mass 2.0, modulation -1.0
  coupling t 1.0, generic weight 1.0
  C_A, C_B at kz=0: 1, -1; at kz=pi: 0, 0
  n(K): 2 1 0 1 0 1 0 1; sum 6, half 3
  smallest direct gap sampled on path: 1.226
  theta on path: -3.1417 rad = -1.0000 pi
  sewing-matrix winding W: -1.0000
parity data modulo 4, all vectors: 65536
allowed by even faces: 4096
generated by orbitals and layer pairs: 4096
generated data with theta=pi: 2048
```
